# Extracting a low-mobility Hall signal with an alternating magnetic field

## Which lock-in reading to convert

Before a mobility is computed from an alternating-field Hall record, one must decide which reading represents the Hall voltage. Three candidates are the in-phase reading at one current, the magnitude of the half-difference between readings at opposite currents, and the in-phase part of that half-difference. In the simulated one-hour record analysed below they differ from the planted Hall voltage by 14 %, 8 % and 0.9 %; the last difference is within the noise. All three select the field frequency. Beyond that, the first uses only phase and the second only current reversal, and each fails on a disturbance that the other removes.

The difficulty is one of scale. For mobility $\mu_H$, field amplitude $B_0$ and voltage contacts displaced along the current by a fraction $\delta$ of the bar width, the Hall voltage is $\mu_HB_0/\delta$ times the misalignment voltage. In the example this ratio is $1.6\times10^{-6}$.

## Voltage of a misaligned film

The algebra uses atomic units, with elementary charge $e=1$ and force $q(\mathbf E+\mathbf v\times\mathbf B)$ on a carrier of charge $q=\pm1$. Numbers are in engineering units, with $e$ restored.

A film of thickness $t_f$ and uniform resistivity $\rho$ carries a steady current $I$ along $x$, in a field $B$ along $z$. Let $n$ be the carrier density. In the simplest drift model, friction balances the force, so the field needed to drive $\mathbf J=nq\mathbf v$ is

$$\mathbf E=\rho\mathbf J-\mathbf v\times\mathbf B=\rho\mathbf J+\frac{1}{qn}\mathbf B\times\mathbf J .$$

Other transport mechanisms change the coefficient of the second term. We therefore write

$$\mathbf E=\rho\mathbf J+R_HB\,\hat z\times\mathbf J,\qquad R_H=\frac{r_H}{qn},$$

where the Hall factor $r_H$ is 1 in the drift model.

Consider first the voltage caused by $I$ at a fixed field. Then $\nabla\times\mathbf E=0$. In the plane,

$$[\nabla\times(\hat z\times\mathbf J)]_z=\partial_xJ_x+\partial_yJ_y=0$$

by charge conservation, so $\nabla\times\mathbf J=0$ as well. Let the film have no holes and let current enter and leave at point contacts on its edge. Zero divergence, zero curl and the prescribed edge current then fix $\mathbf J$. None of these conditions contains $B$, so the current pattern does not depend on the field.

Define $V$ as the potential of the lower-edge contact minus that of the upper-edge contact. It equals $\int\mathbf E\cdot d\mathbf l$ from lower to upper. The Hall part contains

$$\int(\hat z\times\mathbf J)\cdot d\mathbf l=\int(J_x\,dy-J_y\,dx)=\frac{I}{t_f},$$

because the integral counts the current per unit thickness that crosses the path. The resistive part is $IR_m$, where $R_m$ is the misalignment resistance. Hence

$$\frac{V}{I}=R_m+\frac{R_HB}{t_f}.$$

Misalignment adds a voltage but does not alter the Hall term. This rests on uniform $\rho$ and $R_H$ and on contacts small compared with the film. Current contacts across the full width short part of the Hall voltage: in a bar twice as long as it is wide, 93 % remains at the centre.

A finite-element solution tests the result well outside the small-signal regime. The bar has length 2 and width 1, with $160\times80$ square cells and edge contacts at $x=0.7$ and $1.3$. With $R_HB=\pm0.3\rho$, the part of $V/I$ odd in $B$ is 1.0000 times $R_HB/t_f$. The even part is $0.5924\,\rho/t_f$, the same as at zero field.

## Separation by frequency

Let the field be $B_r+B_0\cos\omega t$, with $B_r$ a remanent or bias field, and let the misalignment resistance be $R_m(1+cB^2)$. Since

$$B^2=B_r^2+\tfrac12B_0^2+2B_rB_0\cos\omega t+\tfrac12B_0^2\cos2\omega t,$$

the misalignment voltage appears at zero frequency and at $2\omega$ if $B_r=0$. With a remanent field, a part proportional to $2cR_mB_rB_0$ appears at $\omega$, in phase with the Hall voltage. Frequency alone therefore separates misalignment if $\rho$ is steady and $cB_r$ is small enough.

The lock-in reading over a window of $N$ whole cycles, $T=2\pi N/\omega$, is

$$Z=\frac2T\int_{t_0}^{t_0+T}V(t)e^{-i\omega t}\,dt .$$

It gives $1$ for $\cos\omega t$, $-i$ for $\sin\omega t$ and zero for a constant. The last property is delicate because the constant is so large. If a window that starts at zero phase is too long by a short time $\epsilon$, a constant $V_0$ contributes about $2V_0\epsilon/T$ in phase. In the example below, with half-hour windows, $\epsilon=14$ µs already gives a 1 % error. Subtracting the mean of the record before demodulation removes the constant for any window.

## Separation by phase and by current

A loop of effective area $A$ in the voltage leads picks up $-A\,dB/dt=\omega AB_0\sin\omega t$, whose phasor is $-i\omega AB_0$. Eddy currents in nearby metal can add a part $E_e$ in phase with the field. In a linear circuit neither depends on $I$.

These voltages and the Hall voltage act in series with the source resistance $R_s$. If the cable capacitance is $C$, the measured voltage obeys $R_sC\,dV/dt+V=V_{\rm source}$. At frequency $\omega$ the derivative becomes $i\omega$, so each phasor is multiplied by $1/(1+i\omega R_sC)$. An error in the reference phase multiplies them all by a further phase factor. With $G$ the total gain,

$$Z(I)=G\left[I\left(\frac{R_HB_0}{t_f}+2cR_mB_rB_0\right)-i\omega AB_0+E_e\right].$$

For a total lag $\psi$ and $|G|\approx1$, $G=\cos\psi-i\sin\psi$. The pickup then contributes to the in-phase channel

$$\operatorname{Re}\left[G(-i\omega AB_0)\right]=-\omega AB_0\sin\psi .$$

Quadrature detection rejects pickup only to the accuracy of the phase. The half-difference $D=[Z(I)-Z(-I)]/2$ removes pickup and $E_e$ for any $\psi$, provided that they are the same in both records. When the remanence term is negligible,

$$R_H\simeq\frac{t_f\operatorname{Re}D}{IB_0}.$$

A reference-phase error $\psi$ multiplies the result by $\cos\psi$. At $\psi=0.5^\circ$ the relative loss is $4\times10^{-5}$; at $10^\circ$ it is 1.5 %. A lag caused by cable capacitance also reduces $|G|$ to $\cos\psi$, so at $10^\circ$ the loss is 3.0 %. For lags of this size one should divide $\operatorname{Re}D$ by a measured $\operatorname{Re}G$. Dividing the complex $D$ by $G$ would instead rotate quadrature drift, treated in the next section, into the Hall channel.

If the loop area changes by $\Delta A$ between polarities, the in-phase residue has size $\tfrac12\omega|\Delta A|B_0\sin\psi$. It is a product of two small factors, which is the benefit of using both discriminators.

These formulas describe the settled circuit. Each current reversal also makes the misalignment voltage jump, and the cable transient that follows is odd in $I$. In the example below its time constant is only 0.18 ms, yet a detector that averages from the moment of reversal would read about 46 nV in phase in that record; $D$ keeps half of this if only one record follows a reversal, and all of it if both do. The window should therefore open later, for instance after one full field cycle.

## Drift needs the phase

The misalignment voltage is proportional to $I$, and so is its drift. Current reversal therefore keeps the drift. For a ramp $\alpha t$, integration by parts gives

$$\int_{t_0}^{t_0+T}te^{-i\omega t}dt=\left[\frac{te^{-i\omega t}}{-i\omega}\right]_{t_0}^{t_0+T}+\frac1{i\omega}\int_{t_0}^{t_0+T}e^{-i\omega t}dt=\frac{iT}{\omega}e^{-i\omega t_0}.$$

The last integral vanishes over whole cycles. The reading is thus

$$Z_{\rm drift}=\frac{2i\alpha}{\omega}e^{-i\omega t_0}.$$

It is pure quadrature if the window starts at zero reference phase, near a field maximum. A start one quarter cycle later puts the whole drift error into the Hall channel.

Curvature is not rejected in this way. For $\tfrac12\gamma t^2$ and $t_0=0$, a second integration by parts gives

$$\int_0^Tt^2e^{-i\omega t}dt=\frac{iT^2}{\omega}+\frac{2}{i\omega}\frac{iT}{\omega}=\frac{iT^2}{\omega}+\frac{2T}{\omega^2}.$$

Multiplication by $(2/T)(\gamma/2)=\gamma/T$ leaves an in-phase error $2\gamma/\omega^2$. Lowering the frequency reduces pickup as $\omega$ but increases the reading from linear drift as $1/\omega$ and the in-phase error from curvature as $1/\omega^2$.

## Modulated misalignment

If the film temperature oscillates in phase with the field, $R_m$ oscillates too. The resulting voltage has the frequency, phase and current dependence of the Hall voltage. Exchanging the current pair 1, 2 with the voltage pair 3, 4 supplies another discriminator.

Let $\mathbf J_1$ and $\mathbf E_1$ belong to current $I$ from 1 to 2 in field $B$, and $\mathbf J_2$ and $\mathbf E_2$ to current $I$ from 3 to 4 in field $-B$. Then

$$\mathbf E_1\cdot\mathbf J_2=\rho\mathbf J_1\cdot\mathbf J_2+R_HB(\hat z\times\mathbf J_1)\cdot\mathbf J_2,$$
$$\mathbf E_2\cdot\mathbf J_1=\rho\mathbf J_2\cdot\mathbf J_1-R_HB(\hat z\times\mathbf J_2)\cdot\mathbf J_1 .$$

The right sides are equal, because $(\hat z\times\mathbf J_2)\cdot\mathbf J_1=-(\hat z\times\mathbf J_1)\cdot\mathbf J_2$. With $\mathbf E_1=-\nabla\phi_1$ and $\nabla\cdot\mathbf J_2=0$, the volume integral of $\mathbf E_1\cdot\mathbf J_2$ becomes a surface integral equal to $I[\phi_1(3)-\phi_1(4)]$. The other integral is $I[\phi_2(1)-\phi_2(2)]$. Writing $R_{12,34}$ for current through 1, 2 and voltage across 3, 4, we obtain

$$R_{12,34}(B)=R_{34,12}(-B).$$

With contact 3 on the lower edge and 4 on the upper, the two arrangements give $R_m\pm R_HB/t_f$ at the same field, so

$$\frac{R_HB}{t_f}=\frac{R_{12,34}(B)-R_{34,12}(B)}2 .$$

In the finite-element bar, let $\rho$ be 1.1 at positive field and 1.0 at negative field, with $R_HB=\pm0.3$. Field reversal gives 1.0987 times the Hall resistance; the pair exchange at positive field gives 1.0000 times. In an experiment the current slope is taken in each arrangement first, since their pickup differs. The modulation must repeat, and the two gains must be equal or corrected.

## Noise

Johnson noise has one-sided spectral density $S=4k_BTR_s$, where $T$ in this product is temperature. Its correlation function is $(S/2)\delta(t-t')$. The in-phase reading over a time $T_w$ has variance

$$\frac4{T_w^2}\,\frac S2\int_0^{T_w}\cos^2\omega t\,dt=\frac4{T_w^2}\,\frac S2\,\frac{T_w}2=\frac S{T_w}.$$

If a total time $T_{\rm tot}$ is shared equally between polarities, each reading has variance $2S/T_{\rm tot}$. The half-difference has variance $\tfrac14(2+2)S/T_{\rm tot}=S/T_{\rm tot}$, so reversal costs no precision compared with one polarity for the full time.

## A simulated record for reduced ceria

Reduced CeO$_2$ is a wide-gap oxide in which electrons hop between cerium sites. The material parameters are rough typical values: density $5\times10^{20}$ cm$^{-3}$, lattice constant $a=5.41$ Å, hopping barrier $E_a=0.40$ eV and attempt rate $10^{13}$ s$^{-1}$. The film is 1000 nm thick, at 700 K, where $k_BT=0.0603$ eV.

Of the twelve neighbours of a cerium site, eight are displaced by $\pm a/2$ along $x$. With hopping rate $\Gamma$ to each neighbour, $D_e=\tfrac12\Gamma\cdot8(a/2)^2=a^2\Gamma$. Here $\Gamma=10^{13}e^{-6.63}=1.32\times10^{10}$ s$^{-1}$, and the Einstein relation gives

$$\mu=\frac{eD_e}{k_BT}=\frac{(5.41\times10^{-8})^2(1.32\times10^{10})}{0.0603}=6.4\times10^{-4}\ \text{cm}^2/\text{Vs}.$$

The conductivity is 0.0513 S/cm and the sheet resistance 195 kΩ. The source resistance is taken as three times this, 585 kΩ, a rough allowance for narrow contacts.

The apparatus has $B_0=0.5$ T at 0.1 Hz, $I=30$ µA, contacts displaced by 2 % of the width, a 10 mm$^2$ pickup loop, a 0.5° reference error and 300 pF of cable capacitance. With $r_H=1$ planted as a round choice,

$$V_H=-\frac{IB_0}{net_f}=-\frac{(30\times10^{-6})(0.5)}{80.1}\ \text V=-187\ \text{nV}.$$

The competing voltages are:

- Misalignment: $0.02\times30\ \mu\text A\times195\ \text k\Omega=117$ mV.
- Pickup: $\omega AB_0=0.628\times10^{-5}\times0.5$ V $=3142$ nV. The total lag is 0.506°, so $-27.8$ nV leaks into the in-phase channel.
- Drift: conductivity varies as $e^{-E_a/k_BT}/T$, so resistance falls by the fraction $(E_a/k_BT-1)/T=0.80$ % per kelvin. Warming at 0.1 K/h gives $2\alpha/\omega=-83.3$ nV in quadrature.
- Johnson noise: $\sqrt{S/3600\ \text s}=2.5$ nV.

The record contains these terms, with $B_r=c=E_e=0$ and no transient at reversal. It has a half-hour at each polarity, sampled at the midpoints of 0.1 s intervals, with Gaussian pseudorandom noise. Samples at the interval edges would put 2.6 nV of the drift in phase. Demodulation gives:

| Reading | nV |
|---|---|
| in phase, one polarity | $-213.4$ |
| magnitude of $D$ | $201.9$ |
| in-phase part of $D$ | $-185.6$ |

The first reading contains the pickup leak. The second contains the quadrature part of $D$, $-79.6$ nV, which is mainly drift. The third lies 1.7 nV from the planted value, within one standard deviation. A 10 % change of loop area between polarities would add $\tfrac12\times0.1\times27.8=1.4$ nV.

The result is $R_H=-0.0124$ cm$^3$/C. Multiplication of $|R_H|$ by the conductivity, assumed known, gives a Hall mobility of $6.3\times10^{-4}$ cm$^2$/Vs. The apparent density $1/(e|R_H|)$ is $5.05\times10^{20}$ cm$^{-3}$, or $5.05\times10^{-4}$ Å$^{-3}$. The statistical uncertainty is 1.3 % of the planted signal.

## From the model to a real film

A major uncertainty in the density is the Hall factor. A free electron at 700 K with a mean free path of one hop would have a mobility of about 3.8 cm$^2$/Vs, thousands of times the value here, so the drift model has no basis.

In a polaron model with independent site distortions $x_i$, the scaled energy is $\tfrac12\sum x_i^2-x_1$ with the electron on site 1. Its minimum is $-\tfrac12$. Aligning the levels of $m$ sites requires equal $x_i=x$; minimizing $\tfrac m2x^2-x$ gives $-1/(2m)$. The barriers for two and three sites are therefore $\tfrac14$ and $\tfrac13$, or $E_a$ and $\tfrac43E_a$. The magnetic phase enters through a closed path, which needs at least three sites. If simultaneous alignment controls that process, the Hall conductivity $\sigma_{xy}$ carries $e^{-4E_a/3k_BT}$. Since $|R_H|\simeq|\sigma_{xy}|/(\sigma^2B)$, it carries $e^{(2-4/3)E_a/k_BT}=e^{4.42}=83$. The prefactor is undetermined here, so 83 is not a prediction of $r_H$. It shows that the apparent density could be wrong by far more than the noise, while $R_H$ remains a valid measured quantity. On a lattice with triangles of sites, such as that of cerium, the sign of $R_H$ can also depend on the sign of the hopping amplitude, so it does not by itself identify the carriers.

One severe demand on the apparatus is thermal. A temperature oscillation of 2 µK amplitude in phase with the field produces a 1 % error through the misalignment voltage. Reducing the misalignment relaxes this limit in proportion; pair exchange helps under the conditions above. With a 1 mT remanent field, a 1 % error requires $c=1.6\times10^{-5}$ T$^{-2}$. The drift model with point contacts gives $c=0$, as the even part of the bar showed. The orbital scale $\mu^2\approx4\times10^{-15}$ T$^{-2}$ is far below the limit, but it does not bound $c$ for hopping. A rough scale for spin effects is $(\mu_BB/k_BT)^2$, with $\mu_B$ the Bohr magneton. It gives $c\sim9\times10^{-7}$ T$^{-2}$, still below the limit, but $c$ is best measured.

Oxygen vacancies also carry current. With one vacancy per two electrons, the same attempt rate and a rough 0.6 eV barrier, they contribute 1.8 % of the electronic conductivity. Electrons fill 2 % of the cerium sites, so blocked hops are a correction of similar size. For a 5 mm wide bar the electric field is about $1.2\times10^{-5}$ MV/cm, or $4.5\times10^{-7}$ eV per hop, far below $k_BT$, so hopping stays linear in the field.

The field is not harmless to the composition, however. The vacancy diffusivity is $D_v\approx3.5\times10^{-7}$ cm$^2$/s, and the drift speed $2eD_vE/k_BT$ carries vacancies about 2 mm in a half-hour at one polarity. Because electrons keep the film neutral, composition differences spread with a diffusivity near $3D_v$. At a positive current contact that blocks oxygen, the vacancies would then be exhausted after about $3\pi D_v/(4v^2)\approx45$ s, where $v$ is the drift speed. This holds for current spread evenly over the full width; the time falls as the inverse square of the current density, so small contacts are exhausted much sooner. The uniform film assumed here needs current contacts that exchange oxygen readily, and a check that the resistance stays steady after each reversal.

Noise of the current source enters through the misalignment voltage. Near 0.1 Hz, a relative current noise of 1.3 parts per million per $\sqrt{\text{Hz}}$ already equals the Johnson noise.

Three further effects are not sized here. Other excess low-frequency noise would lengthen the measurement. Exchange of oxygen with the surroundings would change the resistance and add to drift. A transverse temperature difference proportional to $IB$, the Ettingshausen effect, produces a thermoelectric voltage. If that difference follows the field without lag, frequency, phase and current reversal cannot distinguish this voltage from the Hall voltage.
